Why output-capacitance energy does not set the zero-voltage-switching current

**Question**

I am sizing the inductor current for a half-bridge of two identical 650 V-class SiC MOSFETs on a 400 V bus. It is one leg of a four-switch buck-boost converter with a 10 µH inductor. During the transition in question, the other leg holds the far end of the inductor at the negative rail. The lower transistor turns off, and current flowing from the inductor into the switch node should lift that node to 400 V before the upper transistor turns on.

Each output capacitance stores 11.55 µJ at 400 V. To be careful I counted both devices, set ½LI² = 23.1 µJ, and obtained 2.15 A. In a lossless circuit simulation the node stalls at about 368 V and falls back. Where does the missing energy go, and what current do I need?

**Answer**

The missing energy goes into the bus. While the node rises, the upper capacitance discharges into the positive rail, and the bus takes in that charge at the full bus voltage. Over a full swing the upper capacitance gives up as much energy as the lower one gains, so the inductor pays for all the energy the bus receives. Stored capacitor energy does not measure this work.

**Circuit equations**

Let V be the constant bus voltage, v the node voltage above the negative rail, and i the inductor current, positive into the node. Let C(u) be the output capacitance of one transistor at drain-source voltage u, taken as a single-valued function. Both channels are off and losses are neglected. Define

Q(u) = ∫₀ᵘ C(x) dx,  E(u) = ∫₀ᵘ x C(x) dx,

and write Q and E without argument for the values at u = V.

The lower capacitance has voltage v and takes the current C(v) dv/dt out of the node. The upper one has voltage V − v, so the current it brings from the bus into the node is

C(V−v) d(V−v)/dt = −C(V−v) dv/dt.

The minus sign means that, for a rising node, current flows into the bus. Current balance at the node gives

i = S(v) dv/dt,  S(v) = C(v) + C(V−v).

Let the far end of the inductor sit at a fixed voltage V_r; in your circuit V_r = 0. Then

L di/dt = V_r − v.

Multiply this by i, and on the right replace i by S(v) dv/dt:

L i di/dt = (V_r − v) S(v) dv/dt.

Time now drops out. Integrating from v = 0, where the current is I, and changing the overall sign gives

½L(I² − i²) = ∫₀ᵛ (u − V_r) S(u) du.

**The energy needed with the far end at the negative rail**

For V_r = 0 and a full swing, we need

J = ∫₀ⱽ u S(u) du.

The sum S is unchanged when u is replaced by V − u, because this swaps its two terms. Its integral over the swing is 2Q. Making that substitution in J gives

J = ∫₀ⱽ (V − u) S(u) du = 2QV − J,

and therefore J = QV. The node reaches the positive rail if and only if

½LI² ≥ QV.

The integrand u S(u) is positive, so the inductor loses energy throughout the rise and the end of the swing is the most demanding point. At equality the node arrives with zero current.

The energy account shows what has been paid for. Before the transition the upper capacitance holds E and the lower one holds nothing; afterwards the roles are exchanged. The total stored energy is the same at both ends. Meanwhile the charge Q has entered a source at voltage V, which takes the energy QV.

**Why counting both devices can look right**

For a constant capacitance C, Q = CV and E = ½CV², so 2E = CV² = QV. Matching to 2E then gives the correct number, although the capacitors gain no net energy. Matching to the energy of one device gives half the requirement.

When C falls with voltage, the agreement is lost. From the definitions,

QV − 2E = ∫₀ⱽ (V − 2u) C(u) du.

Pair each u below V/2 with its mirror point V − u, where the factor V − 2u has the opposite sign:

QV − 2E = ∫₀^(V/2) (V − 2u) [C(u) − C(V−u)] du > 0.

Both factors are positive for a decreasing C. In physical terms, more than half of the charge is taken up in the lower half of the voltage range (about two thirds in the example below), where it stores less energy, but all of it has to be delivered to the bus at V.

An ideal depletion law C = K/√u shows the size of the effect. It gives Q = 2K√V and E = (2/3)K V^(3/2), hence QV = 3E. In that limit 2E is two thirds of the requirement.

The condition can also be written with the charge-equivalent capacitance C_Q = Q/V:

I ≥ V √(2C_Q/L).

This is the "time-related" effective capacitance, provided it is specified for your bus voltage. The "energy-related" value, 2E/V², is the wrong one here.

**Your numbers**

I use a one-sided depletion junction with a small constant part:

C(u) = C_f + C_j/√(1 + u/V_b),  C_j = A √(qεN/(2V_b)).

The rough inputs are area A = 5 mm², doping N = 2×10¹⁶ cm⁻³, built-in voltage V_b = 2.8 V, relative permittivity 10 and C_f = 20 pF. They give 1145 pF at zero voltage, so C_j is about 1125 pF, and 114 pF at 400 V.

With s = √(1 + V/V_b), we have u = V_b(x² − 1) and du = 2V_b x dx as x runs from 1 to s. The integrals become

Q = C_f V + 2C_j V_b (s − 1),

E = ½C_f V² + 2C_j V_b² (s³/3 − s + 2/3).

Here s is about 12.0. The two terms of Q are 8.0 and 69.3 nC, in total 77.3 nC. The two terms of E are 1.60 and 9.95 µJ, in total 11.55 µJ. Therefore

QV = 77.3 nC × 400 V = 30.9 µJ,

I_min = √(2 × 30.9 µJ / 10 µH) = 2.49 A.

Your 23.1 µJ is 75 % of the requirement. Integrating the circuit equations in time confirms the threshold: with a current 0.5 % above it the node reaches the bus, and with one 0.5 % below it the node stalls.

**Where the node stops, and what that costs**

The energy spent in reaching an intermediate voltage v is

W(v) = ∫₀ᵛ u C(u) du + ∫₀ᵛ u C(V−u) du.

The first term is E(v). In the second, put w = V − u, which turns it into the integral of (V − w)C(w) from V − v to V. Thus

W(v) = E(v) + V[Q − Q(V−v)] − [E − E(V−v)].

The node stops where W(v) = ½LI². With 23.1 µJ that happens at 368 V, as you saw. The last 32 V would take the remaining 7.8 µJ, a quarter of the total for 8 % of the swing. Near the end the upper transistor has little voltage across it, so its capacitance is large, and each unit of charge must still be raised to nearly 400 V. If you had matched to one device, 11.55 µJ or 1.52 A, the node would have stopped at 268 V.

A stall is not the same as full hard switching. Suppose the upper channel closes at node voltage v, quickly enough that the inductor current can be ignored while it does so. The channel then carries the charging current S du/dt with V − u across it, and dissipates

∫ᵥⱽ (V − u) S(u) du = ∫₀^(V−v) x S(x) dx = W(V−v),

where x = V − u and the symmetry of S was used. From v = 0 this is QV = 30.9 µJ. From 368 V it is 0.28 µJ, and from 268 V it is 3.1 µJ.

So matching to 2E misses zero-voltage switching but leaves a small loss in this example, if turn-on falls at the voltage peak. That peak comes about 96 ns after turn-off. Thirty nanoseconds later the node has fallen to 327 V and the capacitive loss has grown to 1.1 µJ. For the one-device match the corresponding values are 230 V and 4.9 µJ. These later figures leave out any extra loss from the inductor current, which has reversed by then.

**Enough energy still needs the right dead time**

Take 3 A, which stores 45 µJ. The current left at the end of the swing is

i_end = √(I² − 2QV/L) = √(9.00 − 6.18) A = 1.68 A.

The swing takes 60 ns. The constant-current estimate 2Q/I gives 52 ns, which is too short because the current falls during the swing.

The upper device then conducts in reverse and holds the node near V. If its voltage drop is neglected, the inductor sees −V and its current reaches zero after

L i_end/V = 10 µH × 1.68 A / 400 V = 42 ns.

The upper channel should therefore turn on between about 60 and 102 ns after the lower one turns off. Later than that, the current reverses and the node starts to fall. The two edges are not equally sharp: turning on 10 ns early leaves about 0.23 µJ of capacitive loss and 20 ns early about 1.5 µJ, whereas 20 ns late leaves about 0.03 µJ.

**The far end decides the requirement**

For a general fixed V_r, the full-swing integral is

∫₀ⱽ (u − V_r) S(u) du = QV − 2QV_r.

For V_r between the rails, the integrand is negative below V_r and positive above it. The energy demanded so far first falls and then rises, so its largest value lies at the start or at the end. The initial energy needed is

max(0, QV − 2QV_r).

For identical devices, with the far end at half the bus voltage or higher, the lossless node completes its rise even from zero current. The swing is then slow: about 189 ns at V_r = 200 V, where the node arrives with no current to spare, and 139 ns at 240 V. Your rule, ½LI² = 2E, is exactly sufficient at one return voltage:

V_r = V/2 − E/Q = 200 V − 149.4 V = 50.6 V.

Below this value it supplies too little, and above it more than is needed.

The direction of the transition matters as well. If the node falls from V to 0 with V_r = 0, the inductor's energy changes by

∫ (from V to 0) of (0 − u) S(u) du = +QV.

It gains energy, and no initial current is required, although from zero current the fall takes about 96 ns and the dead time must allow for that. One current limit applied to both edges would miss this difference.

**Unequal devices and real transistors**

If the lower and upper transistors differ, the symmetry argument no longer applies. With V_r = 0, the same integration gives

½LI² ≥ E_L + Q_H V − E_H,

where L and H as subscripts mark the lower and upper device. The charge that goes to the bus is that of the upper one. Doubling the whole capacitance of the lower device, as with two devices in parallel, raises the requirement to 30.9 + 23.1 − 11.55 = 42.5 µJ. Doubling only its junction area, with C_f unchanged, gives 40.9 µJ. A fixed stray capacitance C_s from the node to the negative rail counts as part of the lower device and adds ½C_s V².

The model's charge and capacitance are of the size expected for a 650 V-class SiC MOSFET of a few square millimetres, but a real capacitance curve is not a single depletion law. The part under the gate can be large at low voltage and then deplete. As an assumed example, adding 500 pF per device that persists up to about 20 V and then disappears (10 nC of extra charge) raises QV from 30.9 to 34.9 µJ, while 2E rises from 23.1 to 23.3 µJ. The ratio 2E/(QV) drops from 0.75 to 0.67, so the energy rule gets worse just where it gives almost no warning. For a design, use the measured charge up to your bus voltage.

At the nominal inductance and bus voltage, the corrections that follow are each smaller than this overlap term. An assumed 30 pF of stray capacitance adds 2.4 µJ, and an assumed allowance of 5 % of 2E for capacitance hysteresis is about 1.2 µJ. During the rise one device charges and the other discharges, so for equal charge on both branches the extra energy is the loss of one device over a full charge-discharge cycle; the 1.2 µJ thus corresponds to a cycle loss of 10 % of E per device. At 3 A, a 0.1 Ω loop resistance and a 10 ns channel turn-off each cost about 0.04 µJ. If the other leg carries the current through its body diode rather than its channel, V_r is negative; an assumed −3.5 V adds 2Q × 3.5 V = 0.54 µJ, or 0.65 µJ with the overlap and stray charge included. Lowering the built-in voltage by 0.3 V, as a rough allowance for a hot junction, changes Q by 0.4 %. The returned charge lifts a 1 µF bus capacitor by 77 mV, so treating V as constant is reasonable. The peak junction field is 1.7 MV/cm, below an assumed rough critical field of 2.5 MV/cm; the model also takes the drift layer to be thick enough not to deplete fully, which here means more than 4.7 µm at 400 V. A 3.5 µm layer would raise QV to about 32.3 µJ.

Adding the overlap, stray and hysteresis allowances gives roughly 38.5 µJ. The 45 µJ stored at 3 A covers that, whereas the bare threshold of 2.49 A does not: with the overlap and stray capacitance alone the node then stalls near 388 V, which leaves about 0.09 µJ of capacitive loss if turn-on falls at the peak. The margin at 3 A holds for the nominal inductance and bus voltage only. An inductor 15 % low stores 38.2 µJ, just under the total; with the overlap and stray capacitance alone, one 20 % low lets the node stall near 398 V, and a 440 V bus raises the requirement from 37.3 to 43.3 µJ. The extra charge also changes the timing: with the assumed overlap and stray capacitance the window at 3 A moves from 60–102 ns to about 77–108 ns, and a 10 ns channel turn-off delays both ends by a further 5 ns. The early edge also becomes softer: turning on 10 and 20 ns early leaves about 0.07 and 0.45 µJ. These figures treat each gate as tied to its source. The overlap charge actually flows through the gate resistance and holds the lower channel on for longer. With an assumed 10 Ω gate resistance, 1 nF gate-source capacitance, 2.5 V threshold, a square-law channel with saturation current 0.4 A/V² × (V_GS − 2.5 V)², a gate driven down from 15 V and the overlap and stray capacitance as above, the node arrives about 92 ns after the gate command for a −4 V off-state bias and about 111 ns for 0 V, with channel losses of about 0.25 and 0.8 µJ. The energy taken from the inductor changes by only about 1 µJ, so 3 A still suffices at the nominal values, but the dead time has to include this delay. The window then closes at about 125 and 142 ns. The upper gate needs roughly 9 and 6 ns to reach threshold through the same resistance, and this delay counts the other way. The turn-on window should therefore be recalculated with the measured capacitance curve. The main values are listed in the numerical output below.

Calculated quantities

```
Bus voltage: 400 V
Inductance: 10 uH
Drift doping / 1e16: 2.0 cm^-3
Junction area: 5.0 mm^2
Built-in voltage: 2.8 V
Relative permittivity: 10.0 (no unit)
Constant capacitance: 20 pF
Output capacitance at 0 V: 1145 pF
Output capacitance at bus: 114 pF
Q, one device: 77.29 nC
E, one device: 11.55 uJ
2E, both devices: 23.10 uJ
Required energy Q*V: 30.92 uJ
Ratio 2E/(Q*V): 0.747 (no unit)
Charge-equivalent C, Q/V: 193.2 pF
Energy-equivalent C, 2E/V^2: 144.4 pF
Required current: 2.487 A
Match E: current: 1.520 A
Match E: peak node voltage: 268.4 V
Match E: time to peak: 97.4 ns
Match E: turn-on loss at peak: 3.12 uJ
Match E: node 30 ns after peak: 230.4 V
Match E: capacitive loss then: 4.89 uJ
Match 2E: current: 2.149 A
Match 2E: peak node voltage: 368.1 V
Match 2E: time to peak: 95.5 ns
Match 2E: turn-on loss at peak: 0.28 uJ
Match 2E: node 30 ns after peak: 327.3 V
Match 2E: capacitive loss then: 1.12 uJ
Design current: 3.0 A
Design initial energy: 45.00 uJ
Design current at end of swing: 1.678 A
Design transition time: 60.2 ns
Constant-current time 2Q/I: 51.5 ns
Clamp hold time: 42.0 ns
Return voltage where 2E is right: 50.6 V
Need, lower device doubled: 42.47 uJ
Assumed stray capacitance: 30 pF
Extra energy for stray: 2.40 uJ
Assumed overlap capacitance: 500 pF
With overlap: Q*V: 34.92 uJ
With overlap: 2E: 23.31 uJ
With overlap: 2E/(Q*V): 0.668 (no unit)
Loss in 0.1 ohm loop: 0.041 uJ
Loss, 10 ns channel fall: 0.040 uJ
Hysteresis at 5% of 2E: 1.15 uJ
Q change, V_bi down 0.3 V: 0.41 %
Rise of 1 uF bus capacitor: 77.3 mV
Peak junction field: 1.71 MV/cm
Rough critical field assumed: 2.5 MV/cm
```
